\section*{Why a Large Core for Gold or Mercury Is Not Automatically Safe}

\section{The belief and the result}

A pseudopotential for gold with 11 active electrons, or for mercury with 12, keeps $5d$ and $6s$ and puts everything else into a core. The numbers 11 and 12 count the valence. The core holds 68 electrons, since $79=68+11$ and $80=68+12$. The belief examined here is that such a core is safe because $5s$ and $5p$ are deep, closed and chemically inert.

It is not safe for every property. In the gold atom treated below, a nodeless $6s$ pseudo-orbital with the correct eigenvalue, norm and tail, and a cutoff near 2 bohr, raises the $5d$--$6s$ exchange integral by about 30\%; the error is smaller for cutoffs close to the outermost node. Keeping $5s5p$ in the valence reduces the error to about 3\%. Freezing $5s5p$ without removing the node of $6s$ changes the same integral by less than 0.5\%, even after a $5d$ electron has been promoted. The damage to exchange comes mainly from replacing $6s$ by a smooth, nodeless orbital, not from freezing the core.

The belief has good grounds. In gold the $5s$ level lies at $-3.99$ Ha and $5d$ at $-0.26$ Ha, a gap of 3.73 Ha. Energy separation, however, is not spatial separation. The outermost maxima of $u_{5s}$, $u_{5d}$ and $u_{6s}$ lie near 0.85, 1.22 and 2.31 bohr, so $5d$ occupies much of the region where $6s$ must be orthogonal to $5s$.

All orbitals come from spherical, spin-unpolarized atoms in the local density approximation. Hartree atomic units are used, and $u(r)=rR(r)$ is normalized by $\int_0^\infty u^2dr=1$. Relativity enters through the scalar ZORA kinetic operator
\begin{equation}
T=\tfrac12\,\mathbf p\cdot K\mathbf p,\qquad
K=\frac{1}{1-V/(2c^2)},
\end{equation}
where $V$ is the effective potential. Spin--orbit coupling is omitted.

\section{What a nodeless orbital preserves}

Let $\psi$ be the true radial $6s$ orbital and $\phi$ its pseudo-orbital. Outside a cutoff $r_c$ they agree. Inside, a Kerker-type construction takes, with $x=r/r_c$,
\begin{equation}
\phi=r^{l+1}e^{p},\qquad p=\delta+a_2x^2+a_3x^3+a_4x^4 .
\end{equation}
Here $l=0$, but the general form also serves for $5d$. Value, slope and curvature at $r_c$ fix $a_2,a_3,a_4$ for each $\delta$; the norm fixes $\delta$. Indeed, raising $\delta$ by $\eta$ changes $p$ by $\eta h(x)$, where $h(0)=1$, $h$ has no linear term, and $h,h',h''$ vanish at $x=1$. The last condition gives $h=(1-x)^3(1+bx)$. Its linear coefficient is $b-3$, so $b=3$ and $h>0$ for $0\le x<1$. The inner norm therefore rises strictly with $\delta$, from zero to infinity, and takes the required value once.

The potential follows by inversion. From $\phi'/\phi=(l+1)/r+p'$,
\begin{align}
\frac{\phi''}{\phi}
&=\left(\frac{\phi'}{\phi}\right)'+\left(\frac{\phi'}{\phi}\right)^2\nonumber\\
&=-\frac{l+1}{r^2}+p''+\frac{(l+1)^2}{r^2}
 +\frac{2(l+1)p'}r+p'^2\nonumber\\
&=\frac{l(l+1)}{r^2}+\frac{2(l+1)p'}r+p''+p'^2 .
\end{align}
Inserting this in $-\phi''/2+[l(l+1)/(2r^2)+V_{\rm ps}]\phi=\varepsilon\phi$ cancels the centrifugal terms:
\begin{equation}
V_{\rm ps}=\varepsilon+\frac{(l+1)p'}r+\frac{p''+p'^2}{2}.
\end{equation}
It is finite at the origin because $p'$ starts linearly in $r$. Outside $r_c$ the atomic potential is used; the small relativistic correction to the kinetic energy there is neglected. Since $\phi$ has no node, it is the lowest state of its channel.

The direct integral with $5d$ is protected to a useful degree. Let $V_{5d}(r)=\int_0^\infty u_{5d}(s)^2/r_>\,ds$, where $r_>$ and $r_<$ denote the larger and smaller of the two radii. With $u_{5d}$ held fixed,
\begin{align}
\delta F^0&=\int_0^{r_c}(\phi^2-\psi^2)V_{5d}(r)\,dr\nonumber\\
&=\int_0^{r_c}(\phi^2-\psi^2)[V_{5d}(r)-V_{5d}(r_c)]\,dr .
\end{align}
The subtraction is allowed because norm conservation makes $\int_0^{r_c}(\phi^2-\psi^2)dr=0$. Only the variation of $V_{5d}$ inside $r_c$ contributes.

\section{What it does not preserve}

For a $5d$ orbital with magnetic quantum number $m$, exchange with $6s$ involves the product of the two orbitals. Expand
\begin{equation}
\frac1{r_{12}}=\sum_{kq}\frac{4\pi}{2k+1}
\frac{r_<^k}{r_>^{k+1}}Y_{kq}(1)Y_{kq}^*(2).
\end{equation}
Since $Y_{00}=1/\sqrt{4\pi}$ is constant, $\int Y_{2m}^*Y_{kq}Y_{00}\,d\Omega=\delta_{k2}\delta_{qm}/\sqrt{4\pi}$. The two angular integrals supply $1/(4\pi)$, and the exchange integral is
\begin{equation}
K_{ds}=\frac{4\pi}{5}\frac1{4\pi}G^2=\frac{G^2}{5},
\end{equation}
the same for every $m$. Here the superscript on $G^2$ is the multipole rank. With $q(r)=u_{5d}(r)u_{6s}(r)$,
\begin{equation}
G^2=\langle q|q\rangle,\qquad
\langle f|g\rangle=\int_0^\infty\!\!\int_0^\infty f(r)g(s)\frac{r_<^2}{r_>^3}\,dr\,ds .
\end{equation}
Replacing $\psi$ by $\phi$ changes $q$ by $\delta q=u_{5d}(\phi-\psi)$, hence
\begin{equation}
\delta G^2=2\langle q|\delta q\rangle+\langle\delta q|\delta q\rangle .
\end{equation}
Norm conservation restricts $\phi^2-\psi^2$; it places no corresponding condition on the term linear in $\phi-\psi$. The error vanishes if $5d$ has no amplitude inside $r_c$, but that limit is far from gold.

The true $6s$ has its outermost node at 1.11 bohr, near the maximum of $5d$. There $q$ changes sign, and its inner and outer parts partly cancel in $G^2$. A nodeless $6s$ has no such sign change, so this cancellation is lost. That is only part of the error: the smooth orbital also has a larger amplitude between the position of the old node and $r_c$, where $5d$ is still large. For gold with $r_c=2.08$ bohr and the true $5d$, substituting $\phi$ for $\psi$ only inside the old node raises $G^2$ by 14\%, only outside it by 12\%, and everywhere by 30\%.

\section{Gold in numbers}

The cutoffs are 0.9 times the radii of the outermost maxima, giving 2.08 bohr for $6s$ and 1.10 bohr for $5d$. For the small core, the $s$ potential is generated from $5s$ with a cutoff of 0.76 bohr, and $6s$ is its second state, with one node. This core has 60 electrons and leaves 19 active. Both calculations use the same nodeless pseudo-$5d$.

\begin{center}
\begin{tabular}{lccc}
Gold orbitals & $\varepsilon_{6s}$ (Ha) & $F^0$ (Ha) & $G^2$ (Ha)\\
all-electron & $-0.2232$ & 0.3817 & 0.0939\\
large core & $-0.2232$ & 0.3785 & 0.1225\\
small core & $-0.2302$ & 0.3865 & 0.0968
\end{tabular}
\end{center}

Relative to the all-electron values, the large core changes $F^0$ by $-0.85\%$ and $G^2$ by $+30.6\%$. The small core changes them by $+1.3\%$ and $+3.1\%$; with a $5s$ cutoff of 0.89 bohr its error in $G^2$ is $+2.0\%$. The large core has the better $6s$ eigenvalue and the better direct integral, so neither quantity would reveal its exchange error. In mercury the errors in $G^2$ are 35\% and 4\%.

Replacing one orbital at a time locates the cause. A pseudo-$5d$ with the true $6s$ gives $G^2=0.0938$ Ha, almost the correct value. The true $5d$ with the nodeless $6s$ gives 0.1217 Ha. The $6s$ cutoffs 1.85, 2.08 and 2.31 bohr give 0.1218, 0.1217 and 0.1222 Ha, so the error is nearly constant over this range. Moving the cutoff further in, toward the node at 1.11 bohr, reduces it strongly: the error is 24\% at 1.60 bohr, 14\% at 1.45, 7\% at 1.30 and 4.5\% at 1.13, although the orbital stays nodeless. The squared distance $\int(\phi-\psi)^2dr$ remains between 0.07 and 0.10 throughout; the departure is not smaller but confined to smaller radii. The 30\% therefore belongs to a nodeless orbital that is smooth out to about 2 bohr, not to the absence of the node alone.

The nodeless $6s$ has an overlap of magnitude 0.271 with the true $5s$. The corresponding weight is only $0.271^2=0.073$, but $\delta q$ depends on the amplitude. Projecting out all true core $s$ orbitals and renormalizing lowers $G^2$ to 0.0848 Ha. The excess disappears and a 10\% deficit remains. The repair is incomplete because $\phi$ is not just $\psi$ plus core orbitals: these decay differently, so such a sum could not in general equal $\psi$ everywhere outside $r_c$. Unoccupied components remain after the projection.

The error has a direct spectroscopic meaning. In a $5d^96s$ configuration without spin--orbit coupling, fixing the total $M_L$ fixes which $d$ orbital is singly occupied. Closed shells shift singlet and triplet equally. The two open-shell electrons contribute $J+K_{ds}$ in the singlet and $J-K_{ds}$ in the triplet, where $J$ is their direct repulsion. With common orbitals,
\begin{equation}
E_{\rm singlet}-E_{\rm triplet}=2K_{ds}=\frac{2G^2}{5}.
\end{equation}
The all-electron orbitals of neutral gold give $2(0.09385)/5=0.03754$ Ha, or 1.02 eV; the large core gives 1.33 eV. These are model splittings with unrelaxed orbitals. Adding a spin-independent one-electron potential cannot repair the difference while the orbitals stay fixed, because it shifts both states equally.

\section{Freezing is a separate approximation}

Suppose the core orbitals are frozen as true reference eigenfunctions, and the valence orbitals keep their nodes and their orthogonality to them. In the reference configuration, the original valence orbitals still solve the equations: the density and potential are unchanged, and these orbitals already lie in the allowed space. Freezing alone therefore changes no reference integral.

After promotion from $5d^{10}6s^1$ to $5d^96s^2$, the core would relax. With $K$ held fixed, freezing more orbitals restricts the variational minimization further, so
\begin{equation}
E_{\rm relaxed}\le E_{60}\le E_{68}.
\end{equation}
The promotion energy is 1.624 eV when relaxed, 1.625 eV with 60 electrons frozen and 1.645 eV with 68 frozen. Freezing the large core thus costs 0.020 eV. It changes $G^2$ in the promoted atom from 0.0943 to 0.0939 Ha, or by $-0.45\%$, far less than removing the node does.

\section{Correlation}

Pair correlation uses other products of the same orbitals. Consider excitations of one $5d$ and one $6s$ electron of opposite spin into $p$ orbitals $a$ and $b$ in mercury. A coupling $M$ across an energy gap $\Delta$ lowers the energy by $M^2/\Delta$ at second order. The gap is taken from Kohn--Sham eigenvalues, $\Delta_{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_{5d}-\varepsilon_{6s}$. Since $6s\to p$ selects $k=1$, the radial coupling is
\begin{equation}
R_{ab}=\int_0^\infty\!\!\int_0^\infty
u_{5d}(r)u_a(r)\frac{r_<}{r_>^2}u_{6s}(s)u_b(s)\,dr\,ds .
\end{equation}

For the angular factor, take $q=0$ first. The squared coefficient of $Y_{2m}$ in $\cos\theta\,Y_{1m}$ is $(4-m^2)/15$, and its sum over $m=-1,0,1$ is $2/3$. Since $Y_{10}=\sqrt{3/4\pi}\cos\theta$, the $5d\to p$ factor is $(3/4\pi)(2/3)=1/(2\pi)$. By rotational symmetry the three values of $q$ give $3/(2\pi)$. The $6s\to p$ factor is $1/(4\pi)$ for each $q$. Together with the squared multipole prefactor,
\begin{equation}
\left(\frac{4\pi}{3}\right)^2\frac1{4\pi}\frac3{2\pi}=\frac23 .
\end{equation}
The two opposite-spin assignments supply a further factor of two:
\begin{equation}
E_2=-2\cdot\frac23\sum_{ab}\frac{R_{ab}^2}{\Delta_{ab}} .
\end{equation}

With all unoccupied $p$ states of the numerical basis in a 30-bohr box, this channel gives $-0.0284$ Ha for the all-electron atom, $-0.0277$ Ha for the small core and $-0.0753$ Ha for the large core. The $p$ cutoffs follow the same rule as before, 2.93 bohr for $6p$ and 0.84 bohr for $5p$. The large-core magnitude is 2.6 times the all-electron one, and the ratio stays between 2.6 and 2.7 for $6p$ cutoffs from 1.96 to 3.26 bohr. This excess comes mainly from the $p$ states. With only $6s$ made nodeless the sum is $-0.0290$ Ha, with only the $p$ states taken from the large core it is $-0.0656$ Ha, and with both it is $-0.0741$ Ha, so the missing $6s$ node matters only together with the nodeless $p$ states. The large-core $p$ states are also nodeless at the bottom of their channel, and no $5p$ state is excluded from the sum. These two features of the $p$ channel are not separated here.

A frozen $5p$ shell also omits correlation of its own. The corresponding $5p6s\to dp$ channel contributes $-0.0030$ Ha in the all-electron calculation, about a tenth of the $5d6s\to pp$ term. The large core loses that contribution while greatly overestimating the one it keeps.

These percentages belong to this construction and these channels; a potential fitted differently will have different errors. Agreement in eigenvalues and tails is still insufficient evidence of safety. Where $5d$--$6s$ exchange or explicit correlation matters, a large core should be checked against a small-core or all-electron calculation of the property itself.

\section*{Computed values}
\begin{verbatim}
Scalar-ZORA LDA; energies in Ha unless marked; radii in bohr
Au all-electron eps 5s, 5d, 6s: -3.9934, -0.2618, -0.2232
Au outer 6s node: 1.110
Au rc for 6s, 5s, 5d: 2.082, 0.763, 1.096
Au pseudo eps 6s, large/small core: -0.2232, -0.2302
Au all-electron: F0=0.38170, G2=0.09385, 2G2/5=1.0215 eV
Au large core: F0=0.37847, G2=0.12254, 2G2/5=1.3338 eV
Au small core: F0=0.38652, G2=0.09679, 2G2/5=1.0536 eV
Au F0 error, large/small: -0.85, 1.26 %
Au G2 error, large/small: 30.57, 3.14 %
Au |overlap| nodeless 6s with true 5s: 0.2712
Au G2, true 5d + nodeless 6s: 0.12168
Au G2, same 6s orthogonalized to core: 0.08483
Au G2, pseudo 5d + true 6s: 0.09378
Hg all-electron eps 5s, 5d, 6s: -4.3528, -0.3705, -0.2616
Hg outer 6s node: 1.077
Hg rc for 6s, 5s, 5d: 1.982, 0.745, 1.048
Hg pseudo eps 6s, large/small core: -0.2616, -0.2706
Hg all-electron: F0=0.40549, G2=0.09359, 2G2/5=1.0187 eV
Hg large core: F0=0.40163, G2=0.12622, 2G2/5=1.3738 eV
Hg small core: F0=0.41123, G2=0.09705, 2G2/5=1.0563 eV
Hg F0 error, large/small: -0.95, 1.42 %
Hg G2 error, large/small: 34.87, 3.70 %
Hg |overlap| nodeless 6s with true 5s: 0.2815
Hg G2, true 5d + nodeless 6s: 0.12519
Hg G2, same 6s orthogonalized to core: 0.08358
Hg G2, pseudo 5d + true 6s: 0.09351
Au all-electron G2 by nested quadrature: 0.09385
Au true 5d, nodeless 6s: rc=1.850, G2=0.12181
Au true 5d, nodeless 6s: rc=2.082, G2=0.12168
Au true 5d, nodeless 6s: rc=2.313, G2=0.12215
Au 5d9 6s2, relaxed: promotion=1.62449 eV, G2=0.09430
Au 5d9 6s2, 60 frozen: promotion=1.62522 eV, G2=0.09429
Au 5d9 6s2, 68 frozen: promotion=1.64469 eV, G2=0.09387
Au freezing errors, 60/68 electrons: 0.000723, 0.020202 eV
Au G2 change from freezing 68 electrons: -0.447 %
Hg 6p eps, true/large/small: -0.0434, -0.0434, -0.0445
Hg 5d6s->pp E2, all-electron: -0.028436
Hg 5d6s->pp E2, large core: -0.075304
Hg 5d6s->pp E2, small core: -0.027686
Hg pair-energy error, large/small: 164.81, -2.64 %
Hg 5p6s->dp E2, absent with frozen 5p: -0.002962
\end{verbatim}
